# Electron Spillout, Compact-Layer Capacitance and the Effective Image Plane of Jellium

## 1. A metal that screens exponentially

Take a metal filling $z<0$, with surface charge $\sigma$ per unit area, facing a thin sheet of charge $-\sigma$ at $z=d$. Between them is vacuum. The sheet stands for the layer of ions closest to an electrode.

The algebra uses atomic units with Poisson's equation in the form $\phi''=-4\pi\rho$. The electron has charge $-1$, so $\sigma>0$ means that electrons have been removed. $C$ is a capacitance per unit area, and the length

$$L=\frac{1}{4\pi C}$$

is the gap of the ideal vacuum capacitor with the same $C$. In SI units $C=\varepsilon_0/L$.

Suppose first that the electrons cannot leave the region $z<0$ and respond linearly and locally. Measure the change of potential $\phi$ from the deep interior. A positive $\phi$ attracts electrons, so $\delta n=\kappa^2\phi/4\pi$. The induced charge is $\delta\rho=-\delta n$, and Poisson's equation becomes

$$\phi''=\kappa^2\phi,\qquad \phi=Ae^{\kappa z}\quad(z<0).$$

In the gap the field is $4\pi\sigma$, pointing away from the metal, so $\phi'=-4\pi\sigma$. Continuity of $\phi'$ at $z=0$ gives $A=-4\pi\sigma/\kappa$. The potential at the sheet is therefore

$$\phi(d)=A-4\pi\sigma d=-4\pi\sigma\left(d+\frac1\kappa\right).$$

The voltage, metal minus sheet, is $-\phi(d)$, and

$$\frac1C=4\pi\left(d+\frac1\kappa\right).$$

The gap is longer than $d$ by $1/\kappa$. The charge density shows why:

$$\delta\rho=-\frac{\kappa^2}{4\pi}Ae^{\kappa z}=\sigma\kappa e^{\kappa z},\qquad
\int_{-\infty}^0 z\,\kappa e^{\kappa z}\,dz=-\frac1\kappa .$$

The metal plate of the capacitor sits at the centre of the induced charge, here inside the metal. Electrons at a real surface can spill out, and the centre may then lie outside. The task is to show that the same rule holds without the linear, local model.

## 2. Potential drop and first moment

In jellium the ions are replaced by a uniform positive background of density $\bar n$ that ends at $z=0$. With $n(z;\sigma)$ the electron density, the metal charge density is

$$\rho_M(z;\sigma)=\bar n\,\theta(-z)-n(z;\sigma),\qquad \int\rho_M\,dz=\sigma .$$

The total charge density, $\rho=\rho_M-\sigma\delta(z-d)$, integrates to zero. The assumptions are a semi-infinite metal, quantities that depend on $z$ alone, a sheet at fixed $d$, no charge transfer between metal and sheet, and no diffuse layer or specific adsorption.

The field vanishes on both far sides. Assume that it does so fast enough for $z\phi'\to0$. Integration by parts then gives

$$\phi(\infty)-\phi(-\infty)=\int\phi'\,dz=\big[z\phi'\big]_{-\infty}^{\infty}-\int z\phi''\,dz=4\pi\int z\rho\,dz .$$

Reverse the sign and insert the two parts of $\rho$:

$$\phi(-\infty)-\phi(\infty)=4\pi\sigma d-4\pi M(\sigma),\qquad M(\sigma)=\int z\rho_M(z;\sigma)\,dz. \tag{1}$$

## 3. From potential drop to electrode voltage

A voltmeter responds to the electrochemical potential $\mu$ of the electrons, not to the electrostatic potential alone. Put $\phi(\infty)=0$. Deep in the metal the density is $\bar n$ whatever the surface charge, and an electron has electrostatic energy $-\phi(-\infty)$. Hence

$$\mu=-\phi(-\infty)+\mu_b(\bar n),$$

where $\mu_b$ contains the kinetic, exchange and correlation parts for the uniform gas. It does not depend on $\sigma$. The electrode voltage is $U=-\mu$ plus a constant set by the reference, so

$$\frac1C=\frac{dU}{d\sigma}=-\frac{d\mu}{d\sigma}=\frac{d}{d\sigma}\big[\phi(-\infty)-\phi(\infty)\big].$$

Now differentiate (1). The background does not change with $\sigma$, so the incremental charge is

$$f(z;\sigma)=\frac{\partial\rho_M}{\partial\sigma}=-\frac{\partial n}{\partial\sigma},\qquad\int f\,dz=1,$$

and

$$\boxed{\;\frac{1}{C(\sigma)}=4\pi\,[d-z_0(\sigma)],\qquad z_0(\sigma)=\int z f(z;\sigma)\,dz\;} \tag{2}$$

Both $d$ and $z_0$ are measured from the jellium edge. Moving the origin changes them equally, because $f$ has unit integral, and leaves $C$ unchanged.

If the ions move as the electrode is charged, $d(\sigma d)/d\sigma=d+\sigma\,d'(\sigma)$, and (2) gains the term $4\pi\sigma\,d'(\sigma)$. In that case $f$ must be the total derivative $d\rho_M/d\sigma$, taken while the ions move, because the electron tail may also respond to $d$. For a finite change of charge, the voltage change is the integral of (2) over $\sigma$.

## 4. Which spillout matters

Even the neutral surface has electrons outside the edge. They create a dipole layer with the potential step

$$D=-4\pi M(0)=4\pi\int z\,[n(z;0)-\bar n\,\theta(-z)]\,dz .$$

This step is part of the work function, $W=-\mu=D-\mu_b$, and hence of the potential of zero charge. It is a constant in (1) and drops out of the derivative. The capacitance depends on where the *next* increment of charge goes.

The two effects are linked, because a tail outside the edge is a place from which electrons can be removed, or to which they can be added. An ideal conductor ending at the edge has $1/C=4\pi d$. Relative to it,

$$\frac{C}{C_{\rm edge}}=\frac{d}{d-z_0}.$$

A positive $z_0$ raises the capacitance and a negative one lowers it. As $z_0$ approaches $d$ the formula diverges. Before that point, a sizeable part of the induced charge already reaches the sheet, and a rigid sheet is no longer a sensible model of an ion layer.

## 5. Why $z_0$ is an image plane

Let $\delta\phi$ be the potential change per unit $\sigma$, measured from the metal interior. At a point between the induced charge and the sheet, integrating Poisson's equation twice gives

$$\delta\phi(z)=-4\pi\int_{-\infty}^{z}(z-z')f(z')\,dz'=-4\pi(z-z_0).$$

The straight line outside, continued inward, reaches the interior potential at $z_0$. From outside, the metal looks like an ideal conductor with its face there.

The same plane governs a distant point charge. For a static field with lateral wave number $q$, the potential outside the metal has the form

$$\phi_q(z)\propto e^{qz}-g(q)e^{-qz}\simeq(1-g)+qz(1+g).$$

When $q$ is small, each patch of surface responds as in the planar problem, and the linear form must vanish at $z_0$. Assuming that corrections to this local response begin at order $q^2$,

$$(1-g)+qz_0(1+g)=0\;\Rightarrow\; g=\frac{1+qz_0}{1-qz_0}=1+2qz_0+O(q^2).$$

A unit charge at $Z$ produces the incoming component $(2\pi/q)e^{-q(Z-z)}$. The reflected one is $-(2\pi/q)\,g\,e^{-q(Z+z)}$. Set $z=Z$, integrate over $d^2q/(2\pi)^2=q\,dq/2\pi$, and take half the result, because the charge itself induces the potential:

$$W_{\rm im}=-\frac12\int_0^\infty g(q)e^{-2qZ}\,dq
=-\frac{1}{4Z}-\frac{z_0}{4Z^2}+O(Z^{-3}). \tag{3}$$

To this order, $W_{\rm im}=-1/[4(Z-z_0)]$. This is a long-distance, static, linear-response statement. It does not describe a charge that overlaps the electron tail.

The metal of Section 1 allows a check. Inside it, $\phi_q\propto e^{sz}$ with $s=\sqrt{\kappa^2+q^2}$. Matching value and slope at $z=0$ gives $s(1-g)=q(1+g)$, so

$$g=\frac{s-q}{s+q}=1-\frac{2q}{\kappa}+O(q^2),$$

which is the general form with $z_0=-1/\kappa$.

## 6. A dielectric in the gap

Let a solvent with dielectric constant $\epsilon$ fill $z>b$, including the region behind the sheet, with $b<d$. This is a local-dielectric model with a sharp boundary. The incremental field is $4\pi Q(z)/\epsilon(z)$, where $Q$ is the free charge accumulated up to $z$. With $F(z)=\int_z^\infty f\,dz'$,

$$Q=1-F\ \ (z<d),\qquad Q=-F\ \ (z>d).$$

The voltage per unit charge, $1/C=4\pi L$, is the integral of the field. Dividing by $4\pi$ gives

$$L=\int\frac{Q}{\epsilon(z)}\,dz=\int Q\,dz-\left(1-\frac1\epsilon\right)\int_b^\infty Q\,dz .$$

Integration by parts gives $\int Q\,dz=-\int zQ'\,dz=d-z_0$. The second integral is $(d-b)-T$, with

$$T=\int_b^\infty F\,dz=\int_b^\infty(z-b)f(z)\,dz .$$

Collecting terms,

$$\frac{1}{4\pi C}=L=b-z_0+\frac{d-b}{\epsilon}+\left(1-\frac1\epsilon\right)T. \tag{4}$$

For $\epsilon=1$ this returns (2). When $T$ is negligible, the metal enters through $-z_0$ alone and the solvent through $(d-b)/\epsilon$. For large $\epsilon$ the solvent term disappears and $L\to b-z_0+T$, so the metal's response becomes a larger share of the whole. In (4), $f$ and $z_0$ belong to the surface with the dielectric present. Using the vacuum response instead is an approximation.

## 7. Computing $z_0$

The electrons are treated by Kohn–Sham theory in the local density approximation. The effective potential is $-\phi+v_x+v_c$, with $v_x=-(3n/\pi)^{1/3}$ and Wigner correlation,

$$\varepsilon_c=-\frac{0.44}{r_s+7.8},\qquad v_c=\frac{d(n\varepsilon_c)}{dn}=\varepsilon_c-\frac{r_s}{3}\frac{d\varepsilon_c}{dr_s},$$

where $r_s$ is the radius of a sphere holding one electron at the local density.

Use a symmetric slab of thickness $2a$ with charge $\sigma$ on each face and a counter-sheet outside each face. The number of electrons per area is $2(\bar na-\sigma)$. Motion along the surface is free, so a level $\varepsilon_i$ across the slab holds a disc of lateral wave vectors with $k^2\le2(\mu-\varepsilon_i)$. Counting two spins gives $2\cdot\pi k^2/(2\pi)^2=(\mu-\varepsilon_i)/\pi$ electrons per area, and

$$n(z)=\sum_{\varepsilon_i<\mu}\frac{\mu-\varepsilon_i}{\pi}\,|\psi_i(z)|^2 .$$

Solve self-consistently at $\sigma\pm s$, with the potential zero beyond the sheets. Two separate estimates follow:

$$z_0\simeq-\int z\,\frac{n(z;\sigma+s)-n(z;\sigma-s)}{2s}\,dz,\qquad
L\simeq-\frac{\mu(\sigma+s)-\mu(\sigma-s)}{8\pi s}.$$

The first integral runs from the midplane outward. The field vanishes there by symmetry, so (1) holds with the midplane in place of $-\infty$. The second estimate uses no moment. The two agree through $L=d-z_0$ only if $\mu$ follows the interior potential, which is the physical content of Section 3.

In a finite slab this is disturbed as new levels fill. A standing wave at the Fermi wave number $k_F$ gains one half-wave each time the thickness grows by $\pi/k_F$. Average $z_0$ and $L$ over thicknesses that span this period. The results below use four, a quarter period apart.

## 8. Worked example

The model parameters are $r_s=1.10$ Å and $d=3.00$ Å. They give a bulk density of 0.1794 Å$^{-3}$, a Fermi energy of 11.60 eV and a thickness period of 1.801 Å. The derivative uses $s=0.0005\ e$/Å$^2$.

**Neutral surface.** There are 0.0420 electrons per Å$^2$ beyond the edge. The dipole step is $D=6.17$ eV and the work function is 3.87 eV, so $\mu_b=6.17-3.87=2.30$ eV. None of these enters (2) directly.

**Capacitance at zero charge.** The first moment gives $z_0=0.811$ Å and the Fermi level gives 0.813 Å. Thus

$$L=3.00-0.811=2.189\ \text{Å},\qquad \frac{C}{C_{\rm edge}}=\frac{3.00}{2.189}=1.37 .$$

The ideal conductor at the edge has 2.95 µF/cm$^2$, and the jellium surface has 4.05 µF/cm$^2$, or 0.00252 $e$/(V Å$^2$).

**Spillout forbidden.** A barrier of 544 eV at the edge keeps the electrons in, except that their wave functions decay over about 0.08 Å beyond it. An infinite barrier would push $z_0$ further inward, by about 0.07 Å. The moment then becomes $z_0=-0.680$ Å, so $L=3.680$ Å and $C=2.41$ µF/cm$^2$, below the ideal-edge value. The Fermi level gives $-0.681$ Å. The grid step, 0.075 Å, is as large as the decay length here, and a finer grid moves both values inward by about 0.006 Å. The barrier reshapes the density inside the metal too, but this comparison does test the causal claim: when the electrons may not leave, the capacitance gain is lost and reversed.

**Numerical reliability.** In single slabs of the main set, the thinnest 25.2 Å thick, $z_0$ varies by 0.050 Å over the four thicknesses. In a thicker set, starting at 32.4 Å, it varies by 0.033 Å. The two averages are 0.811 and 0.810 Å. A finer grid at fixed thickness changes $z_0$ by 0.0009 Å. Moving the sheet to 4.5 Å changes it by 0.0065 Å, so at zero charge, and for a sheet at these distances, $z_0$ is to that accuracy a property of the metal surface. At $-0.004\ e$/Å$^2$ it is not: the field in the gap draws the electron tail toward the sheet, and $z_0$ depends on $d$. The averages also depend slightly on which four thicknesses are chosen within the period. The second decimal in angstrom is therefore good to about one unit at zero charge, and to about four at $-0.004\ e$/Å$^2$, where the tabulated value is on the low side: more thicknesses and a wider vacuum region give 1.22 to 1.23 Å. The third is kept only to compare the two estimates and to let the arithmetic be followed.

**Dependence on charge.**

| $\sigma$ ($e$/Å$^2$) | $z_0$ (Å) | $C$ (µF/cm$^2$) |
|---:|---:|---:|
| $-0.004$ | 1.199 | 4.92 |
| $0$ | 0.811 | 4.05 |
| $+0.004$ | 0.603 | 3.69 |

Positive charging moves the plane inward. A simple limit gives a scale for this. If the electrons were an incompressible fluid of density $\bar n$ with a sharp face, removing $\sigma$ would bare a background layer of thickness $\sigma/\bar n$. Then $M=-\sigma^2/2\bar n$ and $z_0=dM/d\sigma=-\sigma/\bar n$. For $\sigma=0.004\ e$/Å$^2$ the shift is $-0.004/0.1794=-0.022$ Å. The computed shifts are $-0.208$ Å for positive and $+0.388$ Å for negative charge, about nine and seventeen times as large. The sharp-face picture thus gives the sign of the shift, but neither its size nor its asymmetry.

The negative side has a limit. Charging to $-0.004\ e$/Å$^2$ lowers $-\mu$ by 1.4 to 1.5 eV out of 3.87 eV; the mean of the two values of $L$ gives 1.44 eV. This fall does not continue until the electrons escape. Metal and sheet are neutral together, so electrons that move outward are held by the positive sheet. What ends instead is the use of the model: a sizeable part of the added electron charge reaches the sheet, which then no longer represents a layer of ions.

**With a dielectric.** Take $b=2.00$ Å and $\epsilon=5$. In the vacuum calculation, about 7% of the induced charge lies beyond $b$, with $T=0.0403$ Å. Equation (4) with this response gives

$$L=2.00-0.811+\frac{1.00}{5}+0.8\times0.0403=1.421\ \text{Å}.$$

The Fermi level of the calculation that includes the dielectric gives 1.442 Å. The transferred response is thus 1.5% too short relative to that value. Leaving out $T$ gives 1.389 Å, which is 3.7% too short. With the dielectric present $z_0$ is 0.785 Å, and (4) with the surface's own response gives 1.443 Å. The capacitance is 6.14 µF/cm$^2$, against 4.02 µF/cm$^2$ for an ideal conductor at the edge. The ratio, 1.53, exceeds the vacuum value of 1.37 because the solvent part of $L$ has shrunk.

**Distant charge.** The exponentially screening metal of Section 1 needs a value of $\kappa$. For a uniform gas of independent electrons, $n=k_F^3/3\pi^2$ and the Fermi energy is $k_F^2/2$, so a small potential $\phi$ changes the density by $\delta n=(k_F/\pi^2)\phi$. Comparison with $\delta n=\kappa^2\phi/4\pi$ gives $\kappa^2=4k_F/\pi$. At the density used here, $z_0=-1/\kappa=-0.488$ Å. At $Z=5.0$ Å, the integral in (3) gives $-0.6561$ eV. The shifted image formula gives $-0.7200\times5.0/5.488=-0.6560$ eV, while an image plane at the edge gives $-0.7200$ eV. This tests the role of the centroid in that model, not the image energy of the Kohn–Sham surface.

## 9. Use and limits

To apply the result, compute the density at two nearby charges, take the moment of the difference, and state the plane from which $z_0$ and $d$ are measured. A value of $z_0$ relative to the jellium edge cannot be combined with an ion distance measured from the outermost nuclei until both are referred to the same plane.

The capacitances above are those of a model, and they are several times smaller than the inner-layer capacitances measured for metals in aqueous electrolytes, which are tens of µF/cm$^2$. It leaves out the ionic lattice, the molecular structure of the solvent, the repulsion between solvent and metal electrons, and nonlocal correlation. These can change $f$, $b$ and $d$. Equation (2) survives such changes to the metal if the planar average is used, $\mu_b$ stays independent of $\sigma$, and $f$ includes all charge that moves with $\sigma$, including any displacement of the metal's own ion cores. Motion of the counter-charge layer is not part of $f$; it enters through the extra term of Section 3. The numerical output follows.

## Computed values

```
density radius r_s: 1.10 angstrom
bulk electron density: 0.1794 1/angstrom^3
bulk Fermi energy: 11.60 eV
thinnest slab, main set: 25.2 angstrom
quantum-size period in thickness: 1.801 angstrom
sheet distance d: 3.00 angstrom
work function, neutral: 3.87 eV
electrons beyond edge, neutral: 0.0420 1/angstrom^2
static dipole step, neutral: 6.17 eV
charge step in derivative: 0.0005 e/angstrom^2
z0 from induced charge at sigma = -0.004 e/angstrom^2: 1.199 angstrom
z0 from Fermi level at sigma = -0.004 e/angstrom^2: 1.200 angstrom
C from moment at sigma = -0.004 e/angstrom^2: 4.92 uF/cm^2
z0 from induced charge at sigma = 0.000 e/angstrom^2: 0.811 angstrom
z0 from Fermi level at sigma = 0.000 e/angstrom^2: 0.813 angstrom
C from moment at sigma = 0.000 e/angstrom^2: 4.05 uF/cm^2
z0 from induced charge at sigma = 0.004 e/angstrom^2: 0.603 angstrom
z0 from Fermi level at sigma = 0.004 e/angstrom^2: 0.605 angstrom
C from moment at sigma = 0.004 e/angstrom^2: 3.69 uF/cm^2
ideal conductor at edge, C: 2.95 uF/cm^2
C from Fermi level, sigma=0: 4.05 uF/cm^2
C from moment, sigma=0: 0.00252 e/(V angstrom^2)
thinnest slab, thicker set: 32.4 angstrom
z0 averaged over thicker set: 0.810 angstrom
spread of single-slab z0, main set: 0.0504 angstrom
spread of single-slab z0, thicker set: 0.0331 angstrom
change of z0 on finer grid: 0.0009 angstrom
change of z0, sheet at 4.5 angstrom: 0.0065 angstrom
barrier height, no spillout: 544 eV
z0 with barrier, induced charge: -0.680 angstrom
z0 with barrier, Fermi level: -0.681 angstrom
C with barrier, moment: 2.41 uF/cm^2
dielectric start b: 2.00 angstrom
dielectric constant: 5.0 (no unit)
induced fraction beyond b, vacuum run: 0.0704 (no unit)
tail moment T, vacuum run: 0.0403 angstrom
z0 in dielectric run: 0.785 angstrom
1/(4 pi C) dielectric, Fermi level: 1.442 angstrom
same, formula with own response: 1.443 angstrom
same, formula with vacuum response: 1.421 angstrom
same, vacuum response without T: 1.389 angstrom
C dielectric, Fermi level: 6.14 uF/cm^2
C dielectric, ideal edge: 4.02 uF/cm^2
Thomas-Fermi model z0: -0.488 angstrom
point charge distance Z: 5.0 angstrom
Thomas-Fermi image energy, integral: -0.6561 eV
image energy with plane at z0: -0.6560 eV
image energy with plane at edge: -0.7200 eV
```
